# Maximum flat-band shift from holes trapped in an irradiated oxide

## Problem

A silicon dioxide layer of thickness $t=100$ nm lies between a metal gate and silicon. It absorbs a dose $D=1$ krad of ionizing radiation, measured in the oxide. The radiation creates $g=8.1\times10^{12}$ electron-hole pairs per cm³ per rad, uniformly through the layer. The relative permittivity of the oxide is 3.9.

(a) Show that the value of $g$ is consistent with an oxide density of about 2.2 g/cm³ and an energy of about 17 eV spent per pair.

(b) Derive the flat-band voltage shift caused by an arbitrary charge density $\rho(x)$ in the oxide, and show that the threshold voltage shifts by the same amount.

(c) Find the largest shift that the generated holes can cause. What must happen to the electrons and holes for it to be reached?

(d) Find the shift if all holes are trapped where they were created, and if they are trapped at the gate.

(e) The oxide is irradiated at a field of 1 MV/cm pointing from gate to silicon. Estimate how far recombination, incomplete trapping and later tunnelling of electrons from the silicon reduce the shift. Use these rough parameters:

- initial electron-hole separation $r_0=5$ nm;
- hole traps of areal density $N_T=10^{13}$ cm⁻² and capture cross-section $\sigma=3\times10^{-14}$ cm², spread evenly over the $L=5$ nm next to the silicon;
- tunnel barrier $U=3.1$ eV, tunnelling mass $m=0.5$ electron masses, attempt rate $\nu=10^{13}$ s⁻¹, and a wait of $\tau=10^5$ s after a short irradiation.

## Solution

### (a) The number of pairs

One rad is an absorbed energy of 0.01 J/kg. With mass density $\rho_m$ and energy $W$ per pair,

$$g=\frac{(0.01\ \text{J/kg})\,\rho_m}{W}.$$

The density 2.2 g/cm³ is 2200 kg/m³, so one rad deposits 22 J/m³, or $1.37\times10^{14}$ eV/cm³. Division by 17 eV gives $8.08\times10^{12}$ pairs per cm³, which agrees with the given value to the accuracy of the two inputs. The given value is used from here on.

The energy per pair exceeds the band gap because part of the deposited energy goes into kinetic energy of the carriers and into lattice vibrations.

### (b) The shift caused by oxide charge

Let $x$ run from the gate, $x=0$, to the silicon, $x=t$. The layer is wide compared with its thickness, so the electrostatic potential $\phi$ depends on $x$ alone and obeys

$$\phi''(x)=-\frac{\rho(x)}{\varepsilon},\qquad \varepsilon=3.9\,\varepsilon_0 .$$

Multiply by $x$ and integrate across the oxide. Integration by parts of the left side gives

$$\int_0^t x\phi''\,dx=\big[x\phi'\big]_0^t-\int_0^t\phi'\,dx
=t\,\phi'(t)-\phi(t)+\phi(0).$$

Setting this equal to $-\varepsilon^{-1}\int x\rho\,dx$ and solving for the gate potential,

$$\phi(0)=\phi(t)-t\,\phi'(t)-\frac1\varepsilon\int_0^t x\,\rho(x)\,dx. \qquad (1)$$

A charge sheet at the interface is counted as lying just inside the oxide, so $\phi'(t)$ is taken on its silicon side.

At flat band the silicon carries no charge, and its bands are not bent. Hence $\phi'(t)=0$, and with the silicon as reference, $\phi(t)=0$. The work-function difference and any older oxide charge add constants to the gate voltage, which cancel in a shift. Therefore

$$\Delta V=-\frac1\varepsilon\int_0^t x\,\rho(x)\,dx. \qquad (2)$$

At threshold $\phi(t)$ is not zero. However, a given surface potential of the silicon fixes the silicon charge, and Gauss's law then fixes $\phi'(t)$. The first two terms of (1) are therefore the same before and after irradiation, and the threshold shifts by (2) as well. This requires the oxide charge to stay fixed while the gate voltage is swept. Interface traps, whose charge follows the surface potential, do not meet that condition.

The minus sign means that positive charge in the oxide does part of the gate's work. An n-channel transistor turns on at a lower gate voltage, and a p-channel transistor needs a more negative one.

### (c) The largest shift

The number of holes created per unit area is $N=gDt$. If all of them are trapped and no electrons remain, the charge per area is $qN$, where $q$ is the elementary charge. With the mean hole position

$$\bar x=\frac{\int_0^t x\rho\,dx}{\int_0^t\rho\,dx},$$

equation (2) becomes

$$\Delta V=-\frac{qN\bar x}{\varepsilon}. \qquad (3)$$

No hole lies beyond $x=t$, so $\bar x\le t$. Recombination can only lower the number of holes, and an electron left in the oxide contributes to (2) with the opposite sign. The most negative shift is therefore

$$\Delta V_{\max}=-\frac{qNt}{\varepsilon}=-\frac{q\,g\,D\,t^2}{\varepsilon}. \qquad (4)$$

It is reached if every pair escapes recombination, every electron leaves the oxide, and every hole is trapped at the silicon. A positive gate bias favours this, since it drives electrons to the gate and holes to the silicon.

The numbers follow in order. The hole density is

$$gD=(8.1\times10^{12})(1000)\ \text{cm}^{-3}=8.1\times10^{15}\ \text{cm}^{-3}.$$

Multiplication by $t=10^{-5}$ cm gives $N=8.1\times10^{10}$ cm⁻², a charge of 0.0130 µC/cm². The oxide capacitance per area is $C=\varepsilon/t=0.0345$ µF/cm². Hence

$$|\Delta V_{\max}|=\frac{qN}{C}=\frac{0.0130\ \text{µC/cm}^2}{0.0345\ \text{µF/cm}^2}\approx 0.38\ \text{V},$$

and the shift itself is $-0.38$ V.

The two factors of $t$ in (4) have different origins. One counts the holes, because a thicker layer absorbs more energy per area. The other is the lever arm in (2), the distance between the trapped charge and the gate. At fixed dose, halving the thickness reduces the bound to a quarter.

The bound covers holes created by the radiation within the oxide. Holes injected from a contact, or multiplied by impact ionization, are not counted in $g$ and could exceed it.

### (d) Other positions of the holes

If the holes stay where they were created, the density is uniform and $\bar x=t/2$. Equation (3) gives half the bound, $-0.19$ V. If they are trapped at the gate, $\bar x=0$ and the shift vanishes: at flat band the field lines of the trapped charge end on the gate wherever the charge lies, and the shift is the potential drop along them, which is zero when they have no distance to cover.

A family of profiles connects these results to the bound. For a density proportional to $x^p$,

$$\frac{\bar x}{t}=\frac{\int_0^1 s^{p+1}ds}{\int_0^1 s^{p}ds}=\frac{p+1}{p+2}.$$

This is $1/2$ for $p=0$ and tends to 1 as the holes crowd towards the silicon. A finite-difference solution of Poisson's equation, in which the gate voltage is adjusted until the field at the silicon vanishes, gives $-0.1879$ V for $p=0$, $-0.3007$ V for $p=3$ and $-0.3740$ V for $p=200$. The ratios to the unrounded bound, $-0.3758$ V, agree with $1/2$, $4/5$ and $201/202$.

### (e) How much of the bound survives

**Recombination.** Consider one isolated pair, and let $\mathbf r$ point from the electron to the hole. The applied field $E$ lies along $z$ and pushes the hole towards positive $z$. With constant mobilities and no diffusion, both carriers drift along the local force, so the relative velocity is proportional to

$$\mathbf u=E\,\hat{\mathbf z}-\frac{a}{r^2}\,\hat{\mathbf r},\qquad a=\frac{q}{4\pi\varepsilon}.$$

Let $\theta$ be the angle from the $z$ axis. Away from the origin $\mathbf u$ has no divergence and can be written with a stream function,

$$\psi=\tfrac12Er^2\sin^2\theta+a\cos\theta,$$

$$u_r=\frac{1}{r^2\sin\theta}\frac{\partial\psi}{\partial\theta}=E\cos\theta-\frac{a}{r^2},\qquad
u_\theta=-\frac{1}{r\sin\theta}\frac{\partial\psi}{\partial r}=-E\sin\theta .$$

Along a path $\psi$ is constant, because

$$\mathbf u\cdot\nabla\psi=u_r(-r\sin\theta\,u_\theta)+\frac{u_\theta}{r}(r^2\sin\theta\,u_r)=0 .$$

Near the origin $\psi\to a\cos\theta\le a$, so a path with $\psi>a$ cannot end in recombination. Far downstream $\cos\theta\to1$ and $\psi\to\frac12E(r\sin\theta)^2+a\ge a$, so a path with $\psi<a$ cannot escape and ends at the origin. The pair recombines if, at $r=r_0$,

$$\tfrac12Er_0^2(1-\cos\theta)(1+\cos\theta)<a(1-\cos\theta).$$

Division by the positive factor $1-\cos\theta$ gives

$$\frac{1+\cos\theta}{2}<b,\qquad b=\frac{a}{Er_0^2}=\frac{q}{4\pi\varepsilon r_0^2E}.$$

For isotropic initial directions $\cos\theta$ is uniform between $-1$ and 1, so the left side is uniform between 0 and 1. The recombined fraction is therefore $b$ itself, provided $b<1$. For $b\ge1$ this drift model lets no pair escape.

Here $a=1.44/3.9=0.369$ V nm and $E=0.1$ V/nm, so

$$b=\frac{0.369}{0.1\times25}=0.148,$$

and the yield is $1-b=0.852$. Diffusion matters little here, because $qEr_0=0.5$ eV is about 19 times $kT$ at 300 K; Onsager's theory with diffusion gives the same 0.852. The result is sensitive to $r_0$, since $b\propto r_0^{-2}$: the yield is 0.77 for 4 nm and 0.94 for 8 nm. Along a dense ionization track a carrier also meets partners from other pairs, which lowers the yield further. Yields measured at this field are lower than the estimate, roughly 0.7 to 0.8 for cobalt-60 gamma rays and about 0.5 for 10 keV x-rays.

**Incomplete trapping.** A hole crossing a thin slice that contains $dn$ traps per area is caught with probability $\sigma\,dn$. The probability $P$ of remaining free obeys $dP/dn=-\sigma P$, so the trapped fraction after the whole layer is

$$1-e^{-\sigma N_T}=1-e^{-0.3}=0.259 .$$

This assumes that nearly all traps are empty. The holes caught here fill about 0.2% of them, so the assumption holds. It also assumes that every hole crosses the whole layer. The 5% of holes created inside the layer cross only part of it, which lowers the fraction to 0.253; this small correction is left out below.

**Trap depth.** Holes spread evenly over the last 5 nm lie on average $L/2$ from the silicon. Their mean position is $\bar x=t-L/2$, which multiplies the shift by

$$1-\frac{L}{2t}=0.975 .$$

Treating the factors as independent, the estimate with the holes trapped and no tunnelling yet counted is

$$-0.3758\times0.852\times0.259\times0.975\ \text{V}\approx-0.08\ \text{V}.$$

With these parameters, incomplete trapping is the largest of the three reductions.

**Tunnelling from the silicon.** An electron that tunnels to a trapped hole neutralizes it. Under a constant barrier the wave function decays as $e^{-\kappa d}$ with distance $d$ from the silicon, where

$$\kappa=\frac{\sqrt{2mU}}{\hbar}=6.38\ \text{nm}^{-1}.$$

The rate follows the squared amplitude, $\nu e^{-2\kappa d}$. The probability that a hole at depth $d$ survives for a time $\tau$ is then

$$S(d)=\exp\!\left(-A\,e^{-2\kappa d}\right),\qquad A=\nu\tau=10^{18}.$$

The equivalent depth $d_f$ cleared of holes is the integral of $1-S$ over the trap layer. Substitute $u=Ae^{-2\kappa d}$, for which $dd=-du/(2\kappa u)$:

$$d_f=\int_0^L(1-S)\,dd=\frac1{2\kappa}\int_{Ae^{-2\kappa L}}^{A}\frac{1-e^{-u}}{u}\,du .$$

The lower limit is about $2\times10^{-10}$ and can be set to zero. Integration by parts, with $A$ very large, gives

$$\int_0^A\frac{1-e^{-u}}{u}\,du=(1-e^{-A})\ln A-\int_0^A e^{-u}\ln u\,du\;\to\;\ln A+\gamma,$$

since $\int_0^\infty e^{-u}\ln u\,du=-\gamma$, with Euler's constant $\gamma=0.577$. Thus

$$d_f=\frac{\ln(\nu\tau)+\gamma}{2\kappa}=\frac{41.45+0.58}{12.76\ \text{nm}^{-1}}=3.29\ \text{nm}.$$

Each further factor of ten in time moves this front by $\ln10/(2\kappa)=0.18$ nm, so the shift recovers logarithmically until the front reaches the end of the trap layer.

The edge of $S(d)$ is narrow compared with $L$, so the survivors can be taken to fill the range from $d_f$ to $L$ evenly. Their fraction is $1-d_f/L$, and their mean lever arm relative to $t$ is $1-(d_f+L)/(2t)$. The product,

$$\left(1-\frac{d_f}{L}\right)\left(1-\frac{d_f+L}{2t}\right)\approx0.33,$$

already contains the depth effect and replaces the factor 0.975. The shift after $10^5$ s, about a day, is

$$-0.3758\times0.852\times0.259\times0.327\ \text{V}\approx-0.03\ \text{V}.$$

Most of the tunnelling loss comes early. The same formulas put the front at 1.3 nm after 1 µs and at 2.4 nm after 1 s, with shifts of $-0.06$ V and $-0.04$ V. The value $-0.08$ V is therefore a reference point, not a shift the model shows at any practical time. Directly after a short pulse, when the electrons have left and the holes have not yet moved, the shift is the yield times the uniform result of part (d), $-0.16$ V.

Two simplifications act on the factor 0.327. Holes arrive from the gate side and are thinned out as they cross the layer, so trapping is somewhat denser far from the silicon. The weight $e^{-\sigma N_T s}$, with $s$ the fraction of the layer already crossed, raises the surviving fraction from 0.34 to $(1-e^{-0.3\times0.342})/0.259=0.38$. In the other direction, if the field of 1 MV/cm stays on during the wait, it lowers the barrier by 0.165 eV on average up to the front. That reduces $\kappa$ by nearly 3% and moves the front about 0.1 nm deeper.

### Field, leakage and interface traps

By Gauss's law the full hole sheet of part (c) makes the field on its silicon side larger than that on its gate side by $qN/\varepsilon=0.038$ MV/cm. With the voltage across the oxide held fixed and the sheet at the interface, the field in the bulk of the oxide is unchanged, and the field between the sheet and the silicon, reckoned with the oxide permittivity, rises to 1.04 MV/cm, far below an oxide breakdown field of roughly 10 MV/cm. Just inside the silicon, whose relative permittivity is 11.7, the field is a third of this, 0.35 MV/cm. The step grows in proportion to the dose. In the limit of complete trapping it would equal the applied field near 27 krad. For a sheet at a distance $d$ from the silicon, a fixed voltage across the oxide requires the field on the gate side to fall by $d/t$ times the step. With $d=2.5$ nm, the mean depth in part (e), the bulk field would then fall by only 2.5%, while the field between the holes and the silicon would nearly double.

Electron injection through the triangular barrier at 1 MV/cm carries the exponential factor $e^{-264}$, so Fowler-Nordheim current is negligible.

Interface traps created by the radiation can be a larger omission. A new density of $10^{10}$ cm⁻², assumed here only for scale, shifts the voltage by 0.046 V if each trap holds one elementary charge. This is over half of the estimate without tunnelling, and more than the estimate after a day. If the traps are negatively charged, as acceptor-like traps are when filled at the threshold of an n-channel transistor, the net shift after annealing could be positive. At the threshold of a p-channel transistor the interface traps are typically positive and add to the shift from the holes.

### The model beside real oxides

A thermally grown oxide of 100 nm is thick for a gate. It suits older or high-voltage MOS devices, while gate oxides in modern logic are only a few nanometres thick. For those the factor $t^2$ makes the bound very small, and electrons tunnelling from both the silicon and the gate can reach holes throughout the layer. This holds for the gate oxide only: such circuits still contain much thicker isolation or buried oxides, and charge trapped there usually sets their response to dose. The pair rate and permittivity are typical of thermal oxide. The trap parameters vary widely with processing, so the assumption of complete trapping in (c) fails to very different degrees in different oxides. Oxides grown for radiation hardness may trap a few per cent of the holes or less, and soft oxides a large part of them. With the rough parameters of part (e), all the corrections together bring the shift from $-0.38$ V to about $-0.08$ V without tunnelling, $-0.04$ V after a second and $-0.03$ V after a day. The value of 0.38 V is thus a ceiling on the effect of trapped holes, useful for a worst-case margin if interface traps are budgeted separately; it does not predict the shift of a particular device. The unrounded values are in the numerical output.

## Numbers as computed

```
Given pair rate: 8.10e+12 per cm3 per rad
Dose in oxide: 1.0 krad
Oxide thickness: 100 nm
Relative permittivity: 3.9
Rough oxide density: 2.2 g/cm3
Rough energy per pair: 17 eV
Pair rate from energy: 8.08e+12 per cm3 per rad
Generated hole density: 8.10e+15 per cm3
Holes per area: 8.10e+10 per cm2
Hole charge per area: 0.0130 uC/cm2
Oxide capacitance: 0.0345 uF/cm2
Maximum flat-band shift: -0.3758 V
Maximum magnitude, rounded: 0.38 V
Poisson shift, uniform holes: -0.1879 V
Poisson shift, x^3 profile: -0.3007 V
Poisson shift, x^200 profile: -0.3740 V
Oxide field: 1.0 MV/cm
Rough initial pair separation: 5.0 nm
Recombined fraction, drift only: 0.148 (no unit)
Pair yield, drift only: 0.852 (no unit)
Rough trap density: 1.0e+13 per cm2
Rough capture cross-section: 3.0e-14 cm2
Trapped fraction: 0.259 (no unit)
Fraction of traps filled: 1.79e-03 (no unit)
Rough trap-layer thickness: 5.0 nm
Trap-depth shift factor: 0.975 (no unit)
Estimated shift before annealing: -0.0809 V
Rough tunnel barrier: 3.1 eV
Rough tunnelling mass: 0.5 electron masses
Rough attempt rate: 1.0e+13 per s
Wait after irradiation: 1.0e+05 s
Amplitude decay constant: 6.378 per nm
Annealing front depth: 3.29 nm
Front advance per decade: 0.181 nm
Annealing and depth factor: 0.327 (no unit)
Estimated shift after annealing: -0.0271 V
Mean barrier lowering to front: 0.165 eV
Rough interface-trap density: 1.0e+10 per cm2
Interface-trap shift magnitude: 0.0464 V
Field step across full hole sheet: 0.0376 MV/cm
Rough breakdown field: 10 MV/cm
Fowler-Nordheim exponent: 263.6 (no unit)
```
